# Spectral bandwidth and depolarisation in ellipsometry of a 10 µm oxide

For a 10 µm oxide on silicon, measured near 633 nm at 70° incidence with equal p and s amplitudes in the incident light, a triangular slit function must have a full width at half maximum of about 0.24 nm (0.74 meV) to keep the depolarisation near 1 % at the least favourable film thickness. A limit of 5 % allows about 0.53 nm. The fringe spacing is 17.6 nm at this angle, so these widths are 1/74 and 1/33 of a fringe. The general estimate for a narrow triangular band is

$$B\simeq\frac{\sqrt{6D}}{2\pi G_{\max}}\,\Lambda .$$

Here $B$ is the full width at half maximum, $\Lambda$ the fringe spacing in wavelength, and $D=1-P^2$ the depolarisation, with $P$ the degree of polarisation of the detected light. $G$ is the distance that the polarisation state moves on the unit Poincaré sphere per radian of film phase, and $G_{\max}$ is its largest value within a fringe.

## The estimate on an envelope

One fringe is a change of $2\pi$ in the film phase. A band of rms width $\sigma$ therefore contains an rms phase spread $2\pi\sigma/\Lambda$, and its polarisation states are spread over a distance $2\pi\sigma G/\Lambda$ on the sphere. Adding their intensities shortens the mean Stokes vector, and $D$ is the square of that spread.

For $D=0.01$ the spread must be 0.1. With $\Lambda=15$ nm, $G=1$ and $\sigma=B/\sqrt6$, this gives $B\approx0.6$ nm; with $G=3$ it gives 0.2 nm. A bandwidth merely smaller than the fringe spacing is thus not enough. What remains is to find $\Lambda$ and $G$.

## Fringe spacing

Let the oxide be flat, isotropic and transparent, with thickness $d$ and index $n$, on silicon thick enough to return no light from its back face. At incidence angle $\theta$ in air, the normal component of the wavevector in the oxide is $2\pi q/\lambda$, with $q=\sqrt{n^2-\sin^2\theta}$. A round trip through the film adds the phase

$$\phi=\frac{4\pi d q}{\lambda},\qquad
\frac{d\phi}{d\lambda}=-\frac{4\pi d}{\lambda^2}\left(q-\lambda\frac{dq}{d\lambda}\right).$$

Setting $|d\phi/d\lambda|=2\pi/\Lambda$ gives

$$\Lambda=\frac{\lambda^2}{2d\,(q-\lambda\,dq/d\lambda)},\qquad
\frac{dq}{d\lambda}=\frac{n}{q}\frac{dn}{d\lambda}.$$

Take the rough values $n=1.4567$ and $dn/d\lambda=-0.0276$ µm⁻¹. At 70°, $q=1.1131$ and $\lambda\,dq/d\lambda=-0.023$, so

$$\Lambda=\frac{633^2}{2\times10000\times1.136}\ \text{nm}=17.6\ \text{nm}.$$

Without dispersion it would be 18.0 nm. The spacing is 13.6 nm at normal incidence and reaches 15 nm at 38.6°. The figure of roughly 15 nm is therefore right in size, but belongs to moderate angles.

## From a band of wavelengths to depolarisation

Let the incident p and s amplitudes be equal and in phase. The reflected amplitudes are then proportional to $r_p$ and $r_s$, and the Stokes parameters at one wavelength are

$$S_0=|r_p|^2+|r_s|^2,\quad S_1=|r_p|^2-|r_s|^2,\quad
S_2+iS_3=2r_pr_s^* .$$

Since $S_1^2+S_2^2+S_3^2=S_0^2$, the vector $\mathbf s=(S_1,S_2,S_3)/S_0$ has unit length: each wavelength alone is fully polarised.

The detector adds intensities with slit weights $w$. The normalised sum is $\bar{\mathbf s}=\sum p\,\mathbf s$, where $p=wS_0/\sum wS_0$, and $P=|\bar{\mathbf s}|$. Because $|\mathbf s-\mathbf s'|^2=2-2\,\mathbf s\cdot\mathbf s'$,

$$D=1-|\bar{\mathbf s}|^2=\frac12\sum\sum p\,p'\,|\mathbf s-\mathbf s'|^2 .$$

For a narrow band, $\mathbf s-\mathbf s'\approx(x-x')\,d\mathbf s/d\lambda$, with $x$ the wavelength offset from the centre. Half the mean of $(x-x')^2$ is the variance of $x$, hence

$$D\approx\sigma^2\left|\frac{d\mathbf s}{d\lambda}\right|^2
=\left(\frac{2\pi\sigma}{\Lambda}\right)^2G^2 .$$

For a symmetric slit, the slope of the intensity and the curvature of the path on the sphere enter first at order $\sigma^4$. The last equality also neglects the slow change of the interface coefficients with wavelength.

For a triangular slit function,

$$\sigma^2=2\int_0^B x^2\,\frac{1-x/B}{B}\,dx
=2B^2\left(\frac13-\frac14\right)=\frac{B^2}{6}.$$

Solving for $B$ gives the opening estimate.

## Speed on the Poincaré sphere

For two states with amplitudes $(r_p,r_s)$ and $(r_p',r_s')$, multiplying out the Stokes parameters gives

$$S_0S_0'+\mathbf S\cdot\mathbf S'=2\,|r_p^*r_p'+r_s^*r_s'|^2 .$$

We also have the identity

$$|r_p^*r_p'+r_s^*r_s'|^2=S_0S_0'-|r_pr_s'-r_sr_p'|^2 .$$

Together they yield

$$|\mathbf s-\mathbf s'|^2=2-\frac{2\,\mathbf S\cdot\mathbf S'}{S_0S_0'}
=\frac{4\,|r_pr_s'-r_sr_p'|^2}{S_0S_0'} .$$

Now let the second state differ from the first by a phase step $d\phi$. The undifferentiated terms in $r_pr_s'-r_sr_p'$ cancel, leaving

$$G=\left|\frac{d\mathbf s}{d\phi}\right|
=\frac{2\,|r_p\,dr_s/d\phi-r_s\,dr_p/d\phi|}{|r_p|^2+|r_s|^2}.$$

The amplitudes follow from summing internal reflections. Use the time factor $e^{-i\omega t}$, write $X=e^{i\phi}$, and let $a$ and $b$ be the reflection coefficients of the air–oxide and oxide–silicon interfaces, both met from above. The upper interface reflects with $-a$ from inside, and its two transmission coefficients multiply to $1-a^2$. Therefore

$$r=a+(1-a^2)\,bX\sum_{m=0}^{\infty}(-abX)^m=\frac{a+bX}{1+abX}.$$

Differentiation, with $dX/d\phi=iX$, gives

$$\frac{dr}{d\phi}=iX\,\frac{b(1+abX)-ab(a+bX)}{(1+abX)^2}
=\frac{iX\,b(1-a^2)}{(1+abX)^2}.$$

With silicon index $n_s$ and $q_s=\sqrt{n_s^2-\sin^2\theta}$, the coefficients are

$$a_s=\frac{\cos\theta-q}{\cos\theta+q},\qquad b_s=\frac{q-q_s}{q+q_s},$$

$$a_p=\frac{n^2\cos\theta-q}{n^2\cos\theta+q},\qquad
b_p=\frac{n_s^2q-n^2q_s}{n_s^2q+n^2q_s}.$$

In this convention $r_p=-r_s$ at normal incidence. The ratio then does not change with phase and $G=0$: intensity fringes alone do not depolarise.

## Numbers at 70°

With a rough silicon index of $3.88+0.02i$, the coefficients are $a_p=-0.2106$, $b_p=0.3544$, $a_s=-0.5299$ and $b_s=-0.5436$, where the small imaginary parts of $b$ are dropped for the hand calculation. The near equality of $a_s$ and $b_s$ matters at $\phi=\pi$, where $X=-1$ and $r=(a-b)/(1-ab)$. The two s reflections almost cancel, leaving $|r_s|=0.019$, while

$$|r_p|=\frac{0.2106+0.3544}{1+0.0746}=0.526,\qquad
\left|\frac{dr_s}{d\phi}\right|=\frac{0.5436\,(1-0.5299^2)}{(1-0.2881)^2}=0.771 .$$

Dropping the terms that contain $r_s$ gives

$$G\approx\frac{2\,|dr_s/d\phi|}{|r_p|}=\frac{2\times0.771}{0.526}=2.93 .$$

The full expression, scanned over a fringe, has its maximum 2.89 at $\phi=3.138$ rad, so the hand value is about 2 % high. The state moves fastest where the weak s amplitude passes close to zero. The 1 % bandwidth is then

$$B=\frac{\sqrt{0.06}\times17.64}{2\pi\times2.889}\ \text{nm}=0.238\ \text{nm}.$$

The position within the fringe matters greatly. A film of exactly 10000 nm has $\phi/2\pi\approx35.17$, away from the fast region, and its $D$ at this bandwidth is only 0.05 %. A film of 10094 nm sits at the maximum and has $D=1.01$ %. A thickness quoted as 10 µm does not distinguish the two, which is why $G_{\max}$ sets the limit. The worst thickness also depends on the oxide index: for $n\approx1.460$ it moves to about 10055 nm and $D$ at 10094 nm drops to about 0.1 %, while the allowed width stays at 0.24 nm. The slight excess over 1 % arises because $\Lambda$ was evaluated for 10000 nm.

With the thickness held at a nominal 10 µm and the target at $D=1$ %, the angle changes the result as follows.

| Angle | $\Lambda$ (nm) | $G_{\max}$ | $B$ (nm) |
|---|---:|---:|---:|
| 45° | 15.5 | 1.17 | 0.52 |
| 55° | 16.3 | 1.96 | 0.32 |
| 65° | 17.2 | 2.77 | 0.24 |
| 70° | 17.6 | 2.89 | 0.24 |
| 75° | 18.0 | 2.64 | 0.27 |

The spacing varies far less than $G_{\max}$, so most of the change in $B$ comes from the polarisation response.

At fixed bandwidth and fringe phase, $D$ grows nearly as $d^2$ while the band stays much narrower than a fringe, because $\Lambda\propto1/d$. Numerical averages with $B=0.1$ nm for films of 10094 and 995 nm differ by a factor of 102.8, close to the square of the thickness ratio.

## Comparison with the averaged spectrum

The quadratic law can be set against a direct average of transfer-matrix reflection over the triangular slit. Both columns below are for the 10094 nm film at 70°.

| $B$ (nm) | Averaged $D$ (%) | Quadratic law (%) |
|---:|---:|---:|
| 0.1 | 0.18 | 0.18 |
| 0.5 | 4.4 | 4.5 |
| 1.0 | 16.0 | 18.0 |
| 2.0 | 47.7 | 72.0 |
| 5.0 | 96.2 | 450 |

The law serves for the targets considered here. At 1 nm it is 12 % above the averaged value, and at 5 nm it is meaningless, since $D$ cannot exceed 100 %.

The opposite limit is an average over one whole fringe. Expand each amplitude in powers of $X$; products of different powers average to zero. For polarisations $i$ and $j$, the remaining geometric series gives

$$\langle r_ir_j^*\rangle=a_ia_j+
\frac{(1-a_i^2)(1-a_j^2)\,b_ib_j^*}{1-a_ia_jb_ib_j^*}.$$

The coefficients above give $\langle|r_p|^2\rangle=0.160$, $\langle|r_s|^2\rangle=0.447$ and $\langle r_pr_s^*\rangle=-0.018$. From the definition of $D$,

$$D=\frac{4\left(\langle|r_p|^2\rangle\langle|r_s|^2\rangle-|\langle r_pr_s^*\rangle|^2\right)}
{\left(\langle|r_p|^2\rangle+\langle|r_s|^2\rangle\right)^2}=77\ \% .$$

This is not a ceiling, as the 96 % at 5 nm shows. At the worst phase a narrow band is almost purely p-polarised, so $\bar s_1$ is close to $+1$. After a whole fringe the s intensity dominates and $\bar s_1=(0.160-0.447)/0.607=-0.47$. As the band widens, $\bar s_1$ must pass through zero, and there the mean Stokes vector can be shorter than its whole-fringe value.

## What a real measurement adds

Oxides of about this thickness serve as lower claddings in silica waveguides on silicon, and the optical constants used here are rough values for such a film. The result is also sensitive to the assumption of a single incidence angle. For the 10094 nm film the phase changes by 1.01 rad per degree. A beam filling ±0.05° uniformly in the plane of incidence gives $D=0.71$ % even at one wavelength, and a focused beam filling ±2° gives 95 %. A uniform thickness spread of ±1 nm within the spot gives 0.14 %. The three small contributions, including the 0.238 nm band, combine to 1.84 %, close to their sum. If 1 % is the limit for the total, about 0.15 % is left for the band, and since $B\propto\sqrt D$ the width must fall to about $0.238\sqrt{0.15}=0.09$ nm.

Three other effects are small for these numbers. A rough silicon dispersion of $-1.6$ µm⁻¹ changes $D$ by about 0.002 % of its value at the worst thickness, and by about 0.04 % and 0.06 % at 10000 and 10060 nm. A rough stress birefringence of $10^{-3}$, included through the p-wave phase alone, raises $G_{\max}$ from 2.889 to 2.893; a fully uniaxial film gives 2.891 or 2.894 depending on the sign, a change of about 0.2 % or less. The absorption depth in silicon is about 2.5 µm, so a wafer hundreds of micrometres thick returns negligible light from its back face.

The width of 0.24 nm is thus a limit for bandwidth alone, at 70° and the worst fringe phase, with equal incident p and s amplitudes, a well-collimated beam and a uniform spot. The incident polarisation matters because the reflected light is almost purely p-polarised at the worst phase, so $G$ there is nearly proportional to the ratio of incident s to p amplitude. Doubling that ratio halves the allowed width to about 0.12 nm. The gain in the other direction is limited: once the ratio falls to about 0.5, the worst phase moves to $\phi\approx0$, where $|r_p|$ is small, and the allowed width shrinks again, from about 0.47 nm at a ratio of 0.5 to about 0.31 nm at 0.2.

## Computed values

```
wavelength 633 nm, thickness 10000 nm, angle 70 deg
oxide index 1.4567, slope -0.0276 per um
silicon index 3.88 + 0.02 i
q at 70 deg: 1.1131
film phase / 2 pi: 35.170
fringe spacing at 0 deg: 13.59 nm
fringe spacing at 70 deg: 17.64 nm
same without oxide dispersion: 18.00 nm
angle where spacing is 15 nm: 38.6 deg
s minima found at 627.24 and 645.06 nm
a_p -0.2106, Re b_p 0.3544
a_s -0.5299, Re b_s -0.5436
at phase pi: |r_p| 0.5258, |r_s| 0.0194
at phase pi: |dr_s/dphi| 0.7713 per rad
G_max: hand 2.934, full 2.889 at 3.138 rad
rms G over a fringe: 1.224
worst thickness near nominal: 10093.7 nm
thickness period of fringe: 284.3 nm
allowed B for D = 1 %: 0.238 nm = 0.736 meV
allowed B for D = 5 %: 0.532 nm = 1.646 meV
fringe spacing / B for 1 %: 74.1, for 5 %: 33.1
averaged D at the 1 % width: 1.012 %
averaged D at the 5 % width: 4.924 %
D at 1 % width, nominal d: 0.050 %
angle deg | spacing nm | G_max | B for 1 % nm
45 | 15.49 | 1.168 | 0.517
55 | 16.34 | 1.963 | 0.325
65 | 17.23 | 2.766 | 0.243
70 | 17.64 | 2.889 | 0.238
75 | 17.99 | 2.638 | 0.266
B nm | averaged D % | quadratic law % (worst thickness)
0.1 | 0.18 | 0.18
0.5 | 4.37 | 4.50
1.0 | 16.02 | 17.99
2.0 | 47.67 | 71.98
5.0 | 96.20 | 449.85
15.0 | 78.75 | 4048.69
whole-fringe D: 77.2 %, box one fringe wide: 76.7 %
D ratio, 10094 nm to 995 nm film: 102.8
phase per degree of incidence: 1.010 rad
D from +-0.05 deg beam spread: 0.71 %
D from +-2 deg focused beam: 95.4 %
D from +-1 nm thickness in spot: 0.136 %
D joint (1 % band, 0.05 deg, 1 nm): 1.84 %
change of D by silicon dispersion: -0.0019 % of D
birefringence 1e-03: p-s phase 0.108 rad, G_max 2.893
absorption depth in silicon: 2.52 um
```
